# Limiting Sherwood Number for Laminar Flow Past a Perfectly Absorbing Tube Wall

## 1. Result

A dilute precursor is carried by a gas through a round tube of radius \(R\) whose wall captures every molecule that reaches it. The flow is laminar and fully developed, with mean speed \(U\), and the diffusivity \(D\) is constant. Let \(k\) be the wall flux divided by the flow-weighted mean concentration \(c_b\). Far enough downstream,

\[
\mathrm{Sh}\equiv\frac{2Rk}{D}\;\longrightarrow\;\frac{\lambda_0^2}{2}=3.657 ,
\]

where \(\lambda_0=2.7044\) is the lowest eigenvalue of

\[
(\rho\varphi')'+\lambda^2\rho(1-\rho^2)\varphi=0,\qquad \varphi'(0)=0,\quad \varphi(1)=0. \tag{1}
\]

The limit does not depend on how the precursor is distributed over the inlet. It does depend on the velocity profile, the wall condition and the choice of mean concentration.

## 2. The transport equation

The velocity is \(u=2U(1-r^2/R^2)\). We assume a steady state, no gas-phase reaction, and a precursor too dilute to disturb the flow. An inert section ends at \(z=0\), and the wall absorbs for \(z>0\). Diffusion along the axis is neglected for now, which requires a large Péclet number \(\mathrm{Pe}=2RU/D\). Convection along the tube then balances radial diffusion:

\[
2U\left(1-\frac{r^2}{R^2}\right)\frac{\partial c}{\partial z}
=\frac{D}{r}\frac{\partial}{\partial r}\left(r\frac{\partial c}{\partial r}\right).
\]

Set \(\rho=r/R\), \(c=c_{\rm in}\theta\) and \(\zeta=Dz/(2UR^2)\). Multiplying by \(R^2/D\) gives

\[
(1-\rho^2)\frac{\partial\theta}{\partial\zeta}
=\frac1\rho\frac{\partial}{\partial\rho}\left(\rho\frac{\partial\theta}{\partial\rho}\right),\qquad \theta(1,\zeta)=0. \tag{2}
\]

A product \(\varphi(\rho)e^{-\lambda^2\zeta}\) solves (2) if \(\varphi\) solves (1).

## 3. Properties of the modes

Write \(w=\rho(1-\rho^2)\); all integrals run from 0 to 1 unless marked. Multiply the equation for \(\varphi_n\) by \(\varphi_m\), subtract the same with the labels exchanged, and integrate:

\[
\big[\rho(\varphi_m\varphi_n'-\varphi_n\varphi_m')\big]_0^1+(\lambda_n^2-\lambda_m^2)\int w\varphi_n\varphi_m\,d\rho=0 .
\]

The bracket vanishes at the axis because \(\rho=0\), and at the wall because both modes vanish. Modes with different eigenvalues are therefore orthogonal with weight \(w\). Multiplying (1) by \(\varphi\) and integrating by parts gives

\[
\lambda^2=\frac{\int\rho\,\varphi'^2d\rho}{\int w\,\varphi^2d\rho}>0 . \tag{3}
\]

The lowest eigenvalue is the minimum of this quotient over functions that vanish at the wall. Replacing \(\varphi_0\) by \(|\varphi_0|\) leaves the quotient unchanged, so \(|\varphi_0|\) is also a minimizer and solves (1). At an interior zero, this smooth non-negative function would have zero slope as well as zero value, and would then vanish everywhere. Hence \(\varphi_0\) can be taken positive for \(0\le\rho<1\). Every higher mode must change sign to be orthogonal to it. Sturm–Liouville theory adds that the modes are complete and that mode \(n\) has \(n\) interior zeros.

**A bracket for the answer.** The trial function \(1-\rho^2\) in (3) has numerator \(\int4\rho^3d\rho=1\) and denominator \(\int\rho(1-\rho^2)^3d\rho=1/8\). Thus \(\lambda_0^2\le 8\). In the other direction, \(w\le\rho\), so

\[
\lambda_0^2\ge\min\frac{\int\rho\varphi'^2d\rho}{\int\rho\varphi^2d\rho}=j_{01}^2=5.783 .
\]

This minimum belongs to \((\rho\varphi')'+\mu\rho\varphi=0\), whose regular solution is \(J_0(\sqrt\mu\,\rho)\), and \(j_{01}\) is the first zero of \(J_0\). With the relation \(\mathrm{Sh}=\lambda_0^2/2\) derived in section 5, the limit must lie between 2.89 and 4.

**No second eigenvalue lies below 8.** Let a higher mode have its first zero at \(\rho_1\). Applying the last inequality on \(0<\rho<\rho_1\) gives

\[
\lambda^2\ge j_{01}^2/\rho_1^2. \tag{4}
\]

If \(\lambda^2\le8\), then \(\rho_1^2\ge0.723\). In the outer ring \(w\le0.277\,\rho\), and the mode vanishes at both edges of the ring. Extended by zero, it is an admissible function on the full disc, so \(\lambda^2\ge5.783/0.277\approx21\), a contradiction. A root found below 8 is therefore the lowest one.

## 4. Finding the root

Let \(x=\lambda\rho^2\). Then \(\rho\,d\varphi/d\rho=2x\varphi_x\), and

\[
\frac1\rho\frac{d}{d\rho}(2x\varphi_x)=4\lambda(x\varphi_{xx}+\varphi_x).
\]

Since \(\lambda^2(1-\rho^2)=\lambda^2-\lambda x\), dividing (1) by \(4\lambda\rho\) yields

\[
x\varphi_{xx}+\varphi_x+\left(\frac\lambda4-\frac x4\right)\varphi=0 .
\]

Put \(\varphi=e^{-x/2}v\), so that \(\varphi_x=e^{-x/2}(v'-v/2)\) and \(\varphi_{xx}=e^{-x/2}(v''-v'+v/4)\). The terms \(\pm xv/4\) cancel, leaving Kummer's equation

\[
xv''+(1-x)v'-\left(\frac12-\frac\lambda4\right)v=0 .
\]

Its solution regular at the axis is \(M(\tfrac12-\tfrac\lambda4,1,x)\), where \(M(a,1,x)=\sum_k c_kx^k\), \(c_0=1\) and \((k+1)^2c_{k+1}=(k+a)c_k\). The wall condition is

\[
M\left(\frac12-\frac\lambda4,\,1,\,\lambda\right)=0 .
\]

Numerical root finding gives \(\lambda_0=2.70436\), \(\lambda_1=6.67903\) and \(\lambda_2=10.67338\). The squares are 7.3136, 44.6095 and 113.921.

The first root can be confirmed by hand. Insert \(\varphi=\sum a_k\rho^{2k}\), with \(a_0=1\), into (1) divided by \(\rho\). The derivative term contributes \(4k^2a_k\) to the coefficient of \(\rho^{2k-2}\), so

\[
4k^2a_k=-\lambda^2(a_{k-1}-a_{k-2}),\qquad a_{-1}=0 .
\]

For \(\lambda^2=7.3136\), the coefficients \(a_0\) to \(a_9\) are

\[
\begin{aligned}
&1,\;-1.82840,\;1.29286,\;-0.63410,\;0.22020,\\
&-0.06248,\;0.01436,\;-0.00287,\;0.00049,\;-0.00008 .
\end{aligned}
\]

Their sum is \(-0.00001\) before rounding of the terms, and the next coefficient, about \(+0.00001\), cancels it. Thus \(\varphi(1)=0\) to this accuracy.

## 5. From eigenvalue to Sherwood number

The flow-weighted, or cup-mean, concentration is

\[
c_b=\frac{\int_0^R u\,c\,2\pi r\,dr}{\pi R^2U}=4c_{\rm in}\int w\,\theta\,d\rho .
\]

The factor 4 is the 2 in the velocity times the 2 in \(2\pi r\). The flux into the wall is \(J=-(Dc_{\rm in}/R)\,\partial_\rho\theta(1)\), positive because \(\theta\) falls towards the wall. With \(k=J/c_b\),

\[
\mathrm{Sh}=\frac{2RJ}{Dc_b}=-\frac{\partial_\rho\theta(1)}{2\int w\theta\,d\rho}. \tag{5}
\]

Integrating (1) over the section gives \(-\varphi'(1)=\lambda^2I\), with \(I=\int w\varphi\,d\rho\). For a single mode, (5) becomes

\[
\mathrm{Sh}=\frac{\lambda^2I}{2I}=\frac{\lambda^2}{2}.
\]

For the lowest mode, normalized to \(\varphi_0(0)=1\), quadrature gives \(I_0=0.13869\), and the wall slope is \(-1.01430\). The ratio \(1.01430/(2\times0.13869)\) is again 3.657.

## 6. Approach to the limit

Let \(f(\rho)\ge0\) be the inlet profile, averaged over the angle around the axis and not identically zero. Any variation with angle averages to zero around the tube, so it changes neither \(c_b\) nor the wall flux averaged over the circumference, which is the flux used here. Orthogonality gives \(\theta=\sum A_n\varphi_ne^{-\lambda_n^2\zeta}\), with \(A_n=\int wf\varphi_n\,d\rho/N_n\) and \(N_n=\int w\varphi_n^2d\rho\). With \(B_n=4A_nI_n\),

\[
\frac{c_b}{c_{\rm in}}=\sum_nB_ne^{-\lambda_n^2\zeta},\qquad
\mathrm{Sh}=\frac12\,\frac{\sum_n\lambda_n^2B_ne^{-\lambda_n^2\zeta}}{\sum_nB_ne^{-\lambda_n^2\zeta}} . \tag{6}
\]

Because \(\varphi_0>0\), both \(A_0\) and \(I_0\) are positive. The slowest exponential is therefore always present, and Sh tends to \(\lambda_0^2/2\). Keeping the next mode to first order,

\[
\mathrm{Sh}-\frac{\lambda_0^2}{2}\simeq\frac{\lambda_1^2-\lambda_0^2}{2}\,\frac{B_1}{B_0}\,e^{-(\lambda_1^2-\lambda_0^2)\zeta}. \tag{7}
\]

**Uniform inlet.** Here \(f=1\) and \(B_n=4I_n^2/N_n>0\), with \(B_0=0.81905\) and \(B_1=0.09753\). Sh is a positive-weight average of \(\lambda_n^2/2\). Differentiating (6) gives \(d\,\mathrm{Sh}/d\zeta=-\tfrac12(\langle\lambda^4\rangle-\langle\lambda^2\rangle^2)\), which is minus half a variance, so Sh falls steadily.

**Core inlet.** Let the precursor enter only at \(\rho<0.3\). Mode 1 starts positive, crosses zero once and returns to zero at the wall with positive slope, so \(I_1=-\varphi_1'(1)/\lambda_1^2<0\). By (4), its zero lies at \(\rho_1\ge2.405/6.679=0.36\), outside the core, so \(A_1>0\). Hence \(B_1<0\), and the limit is approached from below: molecules must first diffuse out to the wall.

The values below come from (6) for the uniform inlet and from numerical integration of (2) on 400 radial cells for the core inlet.

| \(\zeta\) | Sh, uniform | Sh, core |
|---|---|---|
| 0.02 | 4.916 | 0.648 |
| 0.05 | 4.005 | 2.619 |
| 0.10 | 3.710 | 3.500 |
| 0.20 | 3.658 | 3.653 |

## 7. What the number depends on

Suppose the concentration decays as \(e^{-\kappa z}\). The loss from the stream equals the wall uptake, \(\pi R^2U\kappa c_b=2\pi Rkc_b\), hence \(\mathrm{Sh}=UR^2\kappa/D\). For plug flow, \(u=U\) everywhere, the radial equation is Bessel's with \(UR^2\kappa/D=j_{01}^2\), so \(\mathrm{Sh}=5.783\). At the same mean speed the parabolic profile gives less, because its gas moves slowly near the wall and much of the precursor travels in the core.

The definition of the mean matters too. With the area mean \(2\int\rho\theta\,d\rho\) in place of the cup mean, the same lowest mode gives 5.154. A coefficient must be used with the mean for which it was defined.

## 8. Finite sticking and axial diffusion

**Finite sticking.** Let a molecule react with probability \(\beta\) per collision. In the diffusion approximation the flux striking the wall is \(c\bar v/4+J/2\), where \(\bar v\) is the mean molecular speed. Setting \(J\) equal to \(\beta\) times this flux gives

\[
J=k_wc(R),\qquad k_w=\frac{\bar v}{4}\,\frac{\beta}{1-\beta/2}.
\]

The wall condition becomes \(\varphi'(1)+\mathrm{Bi}\,\varphi(1)=0\), with \(\mathrm{Bi}=k_wR/D\). Let \(\Lambda\) denote the new lowest value of \(\lambda^2\). The flux balance of section 5 still gives an overall \(\mathrm{Sh}=\Lambda/2\), based on \(c_b\) alone.

For large Bi, repeat the orthogonality step with the new mode \(\varphi\) and \(\varphi_0\). Since \(\varphi_0(1)=0\),

\[
\Lambda-\lambda_0^2=\frac{\varphi(1)\varphi_0'(1)}{\int w\varphi\varphi_0\,d\rho}\simeq-\frac{\varphi_0'(1)^2}{N_0\,\mathrm{Bi}} ,
\]

where \(\varphi(1)=-\varphi'(1)/\mathrm{Bi}\) was used and \(\varphi\) was then replaced by \(\varphi_0\). With \(N_0=0.09393\), the shift is \(-10.95/\mathrm{Bi}\), a relative loss of about \(1.5/\mathrm{Bi}\). Keeping the loss below 5% thus requires Bi above about 30.

For small Bi the concentration is nearly uniform across the tube, so \(k\simeq k_w\) and \(\mathrm{Sh}\simeq2\,\mathrm{Bi}\). The surface reaction, not diffusion, then sets the uptake.

**Axial diffusion.** The term \(D\,\partial^2c/\partial z^2\), applied to \(e^{-\Lambda\zeta}\) and scaled as before, adds \(\Lambda^2\varphi/\mathrm{Pe}^2\) to the radial equation:

\[
(\rho\varphi')'+\Lambda\left[\rho(1-\rho^2)+\frac{\Lambda\rho}{\mathrm{Pe}^2}\right]\varphi=0 .
\]

The extra weight lowers \(\Lambda\), and to leading order the shift scales as \(\mathrm{Pe}^{-2}\). Axial diffusion now also carries material along the tube, so Sh must be taken from (5) and no longer equals \(\Lambda/2\).

## 9. Worked example: a heated coating tube

Trimethylaluminium in nitrogen enters a tube with a fresh hydroxylated wall at 760 Torr and 473 K. The rough, round parameters are \(R=2\) mm, length 10 cm, \(U=0.5\) m/s, \(D=0.18\) cm²/s and precursor pressure 10 mTorr. The carrier flow is 218 sccm (referred to 273.15 K and 760 Torr). The inlet concentration is uniform.

The axial scale is

\[
\frac{2UR^2}{D}=\frac{2(0.5)(2\times10^{-3})^2}{1.8\times10^{-5}}\ \text{m}=22.2\ \text{cm}.
\]

The mass-transfer coefficient is \(k=3.657D/(2R)=1.65\) cm/s. The cup mean falls by a factor \(e\) over \(22.2/7.314=3.04\) cm.

For the entry region, the prefactor in (7) is \(\tfrac12(37.30)(0.09753/0.81905)=2.22\). A 5% excess is 0.183, so \(\zeta=\ln(2.22/0.183)/37.30=0.067\), or \(z=1.5\) cm.

At the exit \(\zeta=10/22.2=0.45\), and the transmitted fraction is \(0.819\,e^{-7.314\times0.45}=3.0\%\). Using the limiting Sh from the inlet onwards would give 3.7%, about 22% more than the full result. It misses the stronger uptake near the inlet.

## 10. Does the example satisfy the assumptions?

**Axial diffusion.** Here \(\mathrm{Pe}=111\). Numerical solution of the extended mode equation changes the decay rate by \(-0.07\%\) and Sh by \(+0.01\%\), both relative to the case without axial diffusion.

**Sticking.** The mean molecular speed is 373 m/s. The assumed values \(\beta=10^{-2}\) and \(10^{-3}\) give Bi = 104 and 10.4. The numerically solved Sherwood numbers are 3.60 and 3.18, which are 1.4% and 13% below the perfect absorber. The transmitted fraction depends exponentially on these values and rises from 3.0% to 3.2% and about 5%. If \(\beta\) is proportional to the fraction of free sites, a wall that starts at the higher value reaches the lower one when 90% covered.

**Saturation.** The ideal-gas precursor density is \(n=2.04\times10^{14}\) cm⁻³. For a rough uptake \(s=4\) molecules/nm², the wall can take up \(2s/(Rn)=19.6\) times the precursor held in the same length of gas at inlet density. At that density and the limiting Sh, the wall fills in \(s/(kn)=1.2\) s. Gas crosses one absorption length in 61 ms, and the slowest radial diffusion time, \(R^2/(j_{01}^2D)\), is 38 ms. A quasi-steady treatment is therefore reasonable early in the dose, although the wall nearest the inlet fills sooner because its flux is higher. The exit value needs about \(L/U=0.2\) s to settle, and it then drifts upward as the filled zone spreads from the inlet. With \(\beta\) starting at \(10^{-2}\) and proportional to the free sites, the transmitted fraction is about 2% above its fresh-wall value at 0.5 s and roughly a quarter above it at 1.2 s. The fresh-wall figure thus holds only for the first few tenths of a second after it is established.

**Flow.** With a viscosity of \(2.5\times10^{-5}\) Pa s, the Reynolds number is 58. The rough rule \(0.05\,\mathrm{Re}\,(2R)\) asks for an inert section longer than about 1.2 cm. The pressure drop, \(8\mu UL/R^2\) with \(\mu\) the viscosity and \(L\) the tube length, is 0.02 Torr. The mean free path is \(3\times10^{-5}\) of the diameter, and the precursor fraction is 13 ppm, so slip and dilution effects are small.

**Comparison with practice.** Atmospheric-pressure ALD is a real mode of operation, but the dose here is deliberately lean. At 0.2 Torr of precursor the capacity ratio falls to about 1, and a steady absorbing wall is no longer a sound picture. ALD reactors can also run near 1 Torr. Since \(D\propto1/p\), the same tube with \(\beta=10^{-2}\) would then have \(\mathrm{Bi}\approx0.14\) and \(\mathrm{Sh}\simeq2\,\mathrm{Bi}\approx0.3\), far below 3.657, so perfect absorption fails there. At the same gas speed Pe would drop to about 0.15, so axial diffusion could not be neglected either, and the mean free path would reach about 0.02 of the diameter, where wall slip begins to alter the parabolic profile. During a purge over a wall saturated by irreversible chemisorption there is no further uptake, so the absorbing-wall model does not describe the purge; on real walls, physisorbed molecules may also be released, which this text does not treat.

All numerical values are calculated from the stated model.
